\section*{Why a symmetric elastic band can miss the lower switching barrier}

\section{A converged band and a doubtful barrier}

\textbf{Q.} I computed polarization reversal in a hafnia-like cell with a nudged elastic band. I interpolated linearly between the two polar states, the forces converged, and the climbing image sat still on the barrier. Is that enough to call its energy the switching barrier?

\textbf{A.} No. Convergence says that the forces on the band vanish. It does not say that the highest image is a first-order saddle, a stationary point with one negative curvature. Let $\mathbf R_i$ be the coordinates of image $i$, $V$ the energy, $\hat{\boldsymbol\tau}_i$ the unit tangent and $k$ the spring constant. An ordinary image feels
\begin{equation}
\mathbf F_i=-\nabla V+(\nabla V\cdot\hat{\boldsymbol\tau}_i)\hat{\boldsymbol\tau}_i
+k\big(|\mathbf R_{i+1}-\mathbf R_i|-|\mathbf R_i-\mathbf R_{i-1}|\big)\hat{\boldsymbol\tau}_i ,
\end{equation}
and the climbing image feels
\begin{equation}
\mathbf F_{\rm c}=-\nabla V+2(\nabla V\cdot\hat{\boldsymbol\tau})\hat{\boldsymbol\tau}.
\label{climb}
\end{equation}
The right side of \eqref{climb} is $-\nabla V$ with its component along the tangent reversed. A reversal keeps the length of a vector, so $\mathbf F_{\rm c}=0$ implies $\nabla V=0$. The image is at a stationary point, but the number of its downhill directions is still open.

\textbf{Q.} Wouldn't the image slide off if there were another downhill direction?

\textbf{A.} It would if it were displaced along that direction far enough for the force to exceed the tolerance. Symmetry can forbid any such displacement. Let $S$ be an orthogonal operation on the coordinates, measured from an invariant reference structure, with $V(S\mathbf R)=V(\mathbf R)$. Suppose that $S$ leaves both end states unchanged. An operation that exchanges the two polar states does not qualify. Apply the invariance to $\mathbf R+\boldsymbol\epsilon$ and keep first order:
\begin{equation}
\nabla V(S\mathbf R)\cdot S\boldsymbol\epsilon=\nabla V(\mathbf R)\cdot\boldsymbol\epsilon
\quad\Rightarrow\quad \nabla V(S\mathbf R)=S\,\nabla V(\mathbf R).
\end{equation}
The second form follows because $\boldsymbol\epsilon$ is arbitrary and $S^{T}=S^{-1}$. If $S\mathbf R=\mathbf R$, then $\nabla V=S\nabla V$: the force has the symmetry too.

A linear interpolation between two invariant structures is invariant. Tangents are built from differences of images, so they are invariant, and so are the spring forces. A descent step $\mathbf R_i\to\mathbf R_i+\eta\mathbf F_i$, with mobility $\eta$, therefore returns an invariant band. In exact arithmetic the band searches only the structures that share $S$.

\section{Counting the downhill directions}

\textbf{Q.} How can the top be a maximum in a direction that the band never sees?

\textbf{A.} Take $S^2=1$ and call a displacement even if $S\mathbf e=\mathbf e$, odd if $S\mathbf o=-\mathbf o$. At an invariant structure the Hessian $H$ obeys $H=S^{T}HS$, so
\begin{equation}
\mathbf e^{T}H\mathbf o=(S\mathbf e)^{T}H(S\mathbf o)=-\mathbf e^{T}H\mathbf o=0 .
\end{equation}
Even and odd curvatures are independent. The band can respond to negative even curvatures across it, but it leaves the odd ones free to have either sign.

A model with one coordinate of each kind shows this. Let $x$ be the polar oxygen displacement, with wells at $\pm x_0$, and $y$ a nonpolar displacement that is odd under $S$:
\begin{equation}
V=B\Big(\frac{x^2}{x_0^2}-1\Big)^2-\frac b2y^2+\frac g2x^2y^2+\frac c4y^4 .
\label{model}
\end{equation}
All constants are positive and $V$ is the energy per cell. The derivatives are
\begin{align}
V_x&=\frac{4Bx}{x_0^2}\Big(\frac{x^2}{x_0^2}-1\Big)+gxy^2, &
V_y&=y\,(-b+gx^2+cy^2),\\
V_{xx}&=\frac{4B}{x_0^2}\Big(\frac{3x^2}{x_0^2}-1\Big)+gy^2, &
V_{yy}&=-b+gx^2+3cy^2,
\end{align}
and $V_{xy}=2gxy$. On the line $y=0$ the force $-V_y$ vanishes, as the symmetry argument requires. At the origin the curvatures are $-4B/x_0^2$ and $-b$. Both are negative, so this is a second-order saddle, although along $y=0$ it looks like an ordinary barrier top.

I choose round values: $B=0.50$ eV, $x_0=0.050$ nm, $b=400$ eV/nm$^2$, $g=2.4\times10^5$ and $c=2.0\times10^5$ eV/nm$^4$. The curvatures at the origin are then $-800$ and $-400$ eV/nm$^2$. At the wells they are
\begin{equation}
V_{xx}=\frac{8B}{x_0^2}=1600,\qquad V_{yy}=gx_0^2-b=600-400=200\ \text{eV/nm}^2,
\end{equation}
so the end states are stable, and a vibrational calculation on them gives no imaginary frequency.

\textbf{Q.} Does a second negative curvature guarantee a lower path?

\textbf{A.} Yes, by a detour. Replace the piece of path within a distance $\rho$ of the origin by a semicircle $x=\rho\cos\theta$, $y=\rho\sin\theta$. To second order in $\rho$,
\begin{equation}
V=B-\frac{\rho^2}{2}\Big(\frac{4B}{x_0^2}\cos^2\theta+b\sin^2\theta\Big).
\end{equation}
The bracket is never smaller than the smaller of its two coefficients, here $b$. The highest point of the detour is thus $B-b\rho^2/2$. For $\rho=0.005$ nm this is $0.5-0.005=0.49500$ eV. The full energy gives 0.49503 eV, the excess being the quartic term $c\rho^4/4$. The rest of the old path lies lower still, so the new maximum is below 0.5 eV. The argument carries over to any stationary top where the path direction and a direction across it are both Hessian eigenvectors with negative eigenvalues. Here symmetry ensures that the two directions do not mix.

\section{What a small displacement does}

\textbf{Q.} Where does the band go once it is off the symmetric line?

\textbf{A.} Set $x=0$, $y\neq0$. Then $V_y=0$ gives $y^2=b/c$, and
\begin{align}
V&=B-\frac b2\frac bc+\frac c4\frac{b^2}{c^2}=B-\frac{b^2}{4c}=0.5-0.2=0.3\ \text{eV},\\
V_{xx}&=-\frac{4B}{x_0^2}+\frac{gb}{c}=-800+480=-320\ \text{eV/nm}^2,\\
V_{yy}&=-b+3b=2b=800\ \text{eV/nm}^2 .
\end{align}
The cross derivative vanishes at $x=0$. There is one negative curvature, so these are true saddles, at $y=\pm0.0447$ nm. They form a pair because $S$ maps one onto the other: each lower path breaks a symmetry that both end states possess.

No stationary point has both coordinates nonzero here. It would need $y^2=(b-gx^2)/c$, and $V_x=0$ would then give
\begin{equation}
x^2\Big(\frac{4B}{x_0^4}-\frac{g^2}{c}\Big)=\frac{4B}{x_0^2}-\frac{gb}{c}
\;\Rightarrow\; x^2=\frac{320}{3.2\times10^4}=0.01\ \text{nm}^2,
\end{equation}
which makes $y^2$ negative. A search without any band agrees. On a grid of 0.5 pm spacing, the lowest energy level at which the region below it connects the two wells is 0.3000 eV.

\textbf{Q.} Why should moving a few images by a picometre bring the whole band there?

\textbf{A.} Follow small displacements $y_i$ of a converged symmetric band with equal spacing $h$. I use the usual uphill tangent, which points along the segment to the neighbour of higher energy. On the left slope that neighbour is $i+1$, and to first order
\begin{equation}
\hat{\boldsymbol\tau}_i=\Big(1,\frac{y_{i+1}-y_i}{h}\Big),\qquad
\nabla V\cdot\hat{\boldsymbol\tau}_i=V_x(x_i).
\end{equation}
Segment lengths change only at second order, so the springs drop out. The $y$ force is $-V_y+V_x\hat\tau_{i,y}$, with $V_x>0$ on this slope. On the right slope $V_x<0$ and the uphill neighbour is $i-1$. The two signs compensate, and both slopes give
\begin{equation}
F_{i,y}=\Big[b-gx_i^2-\frac{|V_x(x_i)|}{h}\Big]y_i+\frac{|V_x(x_i)|}{h}\,y_{\rm uphill}.
\label{linear}
\end{equation}
At the top $V_x=0$ and the force is $+b\,y_{\rm top}$. Climbing does not alter this, because it reverses the force along $x$ alone.

Each image depends on itself and its uphill neighbour. Ordered from the top down, the matrix is triangular, and its eigenvalues are the diagonal entries. One is $+b=400$ eV/nm$^2$. With 15 images, $h=0.1/14=0.00714$ nm, and the images next to the top have
\begin{equation}
b-gh^2-\frac{4B}{x_0^2}\Big(1-\frac{h^2}{x_0^2}\Big)=400-12.2-783.7=-395.9\ \text{eV/nm}^2 .
\end{equation}
This is the largest of the remaining rates, and numerical derivatives of the band forces confirm the whole set. The instability sits in the top image alone. Its neighbours would relax back by themselves, but the last term of \eqref{linear} pulls them after it.

\section{Noise, size and shape of the kick}

\textbf{Q.} My code has rounding errors. Why don't they start the escape?

\textbf{A.} They may, but errors at machine precision come too late. One descent step multiplies the top displacement by $1+\eta b$. With $\eta=2\times10^{-4}$ nm$^2$/eV this is 1.08. Growth from $10^{-17}$ nm to $10^{-3}$ nm takes
\begin{equation}
n=\frac{\ln10^{14}}{\ln1.08}=419\ \text{steps},
\end{equation}
and 419 steps were counted in a run with such a seed. The symmetric band, started on $y=0$ with uneven spacing and no image at the top, met a force tolerance of 0.10 eV/nm after 44 steps. It stopped at 0.5000 eV. Larger noise, such as the self-consistency error in electronic-structure forces, can arrive in time. In this model, random force errors of 0.01 eV/nm at every step release most bands, and with a tolerance of 0.03 eV/nm errors of $10^{-4}$ eV/nm are enough. But the size of such noise is not under your control, and a code that symmetrizes its forces keeps it from growing, so it does not replace a deliberate displacement.

\textbf{Q.} How large must a deliberate displacement be?

\textbf{A.} Its force must exceed the tolerance $f_{\rm tol}$, or the program accepts the band at once. For a displacement $\delta$ of the top image it is sufficient that
\begin{equation}
b\,\delta>f_{\rm tol},\qquad \delta>\frac{0.10}{400}\ \text{nm}=0.25\ \text{pm}.
\end{equation}
I displaced the band in an arch, $y_i=\delta\cos(\pi s_i/2)$, where $s_i$ runs evenly from $-1$ to $1$:
\begin{itemize}
\item With $\delta=0.1$ pm the largest force was 0.047 eV/nm. The band was accepted after zero steps, at 0.5000 eV.
\item With $\delta=1$ pm the largest force was 0.47 eV/nm. After 92 steps the barrier was 0.3000 eV.
\end{itemize}
These forces exceed $b\delta$ somewhat. In an arch the uphill neighbour is displaced further, so the last term of \eqref{linear} adds to the force on images below the top. An arch slightly under 0.25 pm may therefore escape as well.

\textbf{Q.} Then will any displacement of 1 pm do, provided it breaks the symmetry?

\textbf{A.} No. I also tried an S shape, $y_i=\delta\sin(\pi s_i)$ with $\delta=1$ pm. It breaks $S$ on the slopes but has a node at the top. After 32 steps the band was back at 0.5000 eV. By \eqref{linear} the unstable image received no push, and all other rates are negative. There is also a symmetry behind it: \eqref{model} is unchanged under $(x,y)\to(-x,-y)$, and this operation maps the S-shaped band onto itself in reverse order, which pins the middle image to the origin.

For $b$ well above $4B/x_0^2$, with $g$ raised so that $gx_0^2>b$ keeps the wells stable, the images beside the top would have positive rates too. An S-shaped band could then bend away while its middle stayed on the second-order saddle.

\textbf{Q.} In a real cell I don't know the coordinate $y$.

\textbf{A.} Compute the Hessian at the converged top image, with symmetry constraints switched off. If it has a negative eigenvalue $-\lambda$ besides the one whose eigenvector points along the path, displace the images along this additional eigenvector in an arch, with amplitude above $f_{\rm tol}/\lambda$. This holds if the tolerance applies to the length of the whole image's force vector, as in my runs. If your code tests the largest force on a single atom, divide this amplitude by the length of the largest atomic part of the normalized eigenvector. A random displacement works less efficiently. For an isotropic random vector of length $r$ in $n$ coordinates, the squared components add up to $r^2$ and are equal on average, so the typical component along one given direction is $r/\sqrt n$. For 12 atoms, $n=36$, and $r$ must be about six times larger than a directed kick to carry the same typical component. This is a guide and not a threshold. The stable modes that are also excited delay acceptance and give the unstable one time to grow, so a smaller $r$ often works, while an unlucky direction can fail at a larger one.

\section{When the test fails or is not needed}

\textbf{Q.} If the kicked band returns, is my barrier confirmed?

\textbf{A.} It is confirmed against small displacements of the kind you tried. When I reversed the sign of the $b$ term, so that $V_{yy}=+400$ eV/nm$^2$ at the top, the same 1 pm arch relaxed back to 0.5000 eV. That is the right answer there. But a Hessian describes the surface near one point, and a different mechanism may cross elsewhere at lower energy. Finding it needs different starting paths.

Two limits of the model are instructive. As $b\to0$, the gain $b^2/(4c)$ vanishes quadratically while the required kick $f_{\rm tol}/b$ grows, so in this model a weak instability easily escapes a small kick but costs little if missed. That relies on the positive quartic term: with a negative one, held up by a sixth-order term, the gain stays finite as $b\to0$. In the other direction, if $gb/c>4B/x_0^2$, then $V_{xx}$ at $(0,\sqrt{b/c})$ is positive. That point is an intermediate minimum, and the barriers lie on either side of it. A middle image told to climb is then the wrong one, so the new top needs its own Hessian.

\textbf{Q.} Do defects or strain change this?

\textbf{A.} They can, if they push the top image off the symmetric line strongly enough. If the resulting force stays below the tolerance, the band may still stop near the upper barrier. Removing $S$ alone may not suffice: a term $hxy$ removes it, but the inversion $(x,y)\to(-x,-y)$ survives and can still hold the middle image at the origin. I added a weak side force through a term $-fy$ with $f=0.20$ eV/nm, relaxed the end states, and started from a straight line between them. With no kick the band found 0.2911 eV, equal to the value from the stationary points. To first order the saddle is lowered by $f\sqrt{b/c}=0.2\times0.0447=0.009$ eV. So a less symmetric cell can give a much lower barrier than the perfect one because the band was set free, with the defect itself contributing little.

\section{The numbers beside a real capacitor}

\textbf{Q.} What would the error of 0.2 eV mean at room temperature?

\textbf{A.} At 300 K, $k_{\rm B}T=0.02585$ eV, and the Boltzmann factors differ by $e^{0.2/0.02585}\approx2300$. To estimate the rate, count the classical one-way flux through $x=0$. It includes crossings that soon turn back, so it is an upper bound on the classical rate. The mean one-way velocity is $\sqrt{k_{\rm B}T/2\pi m}$. The Gaussian integral over $y$ at the two saddles is $2\sqrt{2\pi k_{\rm B}T/K_\perp}\,e^{-E/k_{\rm B}T}$, and that over the well is $2\pi k_{\rm B}T/\sqrt{K_1K_2}$. Velocity times their ratio gives
\begin{equation}
\Gamma=\frac{2}{2\pi}\sqrt{\frac{K_1K_2}{K_\perp m}}\;e^{-E/k_{\rm B}T}.
\end{equation}
With $K_1=1600$, $K_2=200$, $K_\perp=800$ eV/nm$^2$, $E=0.3$ eV and $m=64$ u for four oxygens moving together, $\Gamma=7.1\times10^7$ s$^{-1}$. Integrating the full energy numerically instead changes this by 0.7\%. At the second-order saddle $K_\perp$ would be negative, so the symmetric top has no harmonic rate of this kind.

\textbf{Q.} A bit that can flip within tens of nanoseconds is no memory. What is missing?

\textbf{A.} Two things: a barrier computed for the real material, since the one here was chosen, and the neighbours. The model's cell volume of 0.135 nm$^3$, polarization of 50 $\mu$C/cm$^2$ and displacement of 0.05 nm are model inputs, chosen to be of the size found in ferroelectric hafnia. The energy constants are chosen to show the effect; whether a given hafnia path has such an instability must be computed. The other neglected effects are modest on this scale:
\begin{itemize}
\item Zero-point motion lowers the barrier by 0.010 eV if $y$ carries the same mass as $x$. This is the low-temperature limit; at 300 K the harmonic quantum correction raises the rate by only about 4\%.
\item Tunnelling takes over below roughly $\hbar\omega_\ddagger/2\pi k_{\rm B}=27$ K, where $\omega_\ddagger=\sqrt{320\ \text{eV/nm}^2/m}$. This is far below the temperature of use.
\item A field of 1 MV/cm, roughly the size of coercive fields in such films, does work $PE_{\rm f}\Omega=0.042$ eV on a cell of volume $\Omega$ up to the midpoint. It lowers the barrier to 0.259 eV.
\end{itemize}
The assumption that real films can break is that one cell switches alone, or all cells in step. A cube of 3 nm edge holds 200 cells. Switching it uniformly costs $200\times0.3=60$ eV on the lower path and 100 eV on the symmetric one, both out of thermal reach. Films can reverse instead by nucleating domains and moving their walls, whose barriers this model does not give.

The same point limits the kick. A periodic cell forces all its copies to move alike, which is itself a symmetry of every image. A band with displacements that differ from cell to cell needs a larger supercell. Whether the top is unstable to them can also be found in the small cell, from its phonons at nonzero wave vector by linear response. The numerical output lists the relaxed lower path from one well to the top, image by image; the other half is its mirror image under $x\to-x$.

\section*{Computed values}
\begin{verbatim}
Model: B = 0.50 eV/cell, x0 = 0.050 nm, b = 400 eV/nm^2
Model: g = 2.40e+05, c = 2.00e+05 eV/nm^4
Band: 15 images, spring 400 eV/nm^2
Descent mobility = 2.0e-04 nm^2/eV
Force tolerance = 0.10 eV/nm
Symmetric band: 44 steps to tolerance
Symmetric barrier = 0.5000 eV/cell
Symmetric top curvatures (eV/nm^2): [-800. -400.]
Bypass radius = 0.005 nm
Bypass maximum: computed 0.49503 eV
Bypass maximum: leading order 0.49500 eV
Top-image growth rate = 400.0 eV/nm^2
Next-largest band rate = -395.9 eV/nm^2
Seed 1e-17 nm reaches 1e-03 nm: 419 steps
Predicted seed growth time = 418.9 steps
Top-image kick threshold = 0.250 pm
Tiny arch 0.10 pm: force 0.0468 eV/nm
Tiny arch: 0 steps, barrier 0.5000 eV
S-shaped kick 1.0 pm: 32 steps
S-shaped kick final barrier = 0.5000 eV
Arched kick 1.0 pm: force 0.4683 eV/nm
Arched kick: 92 steps, barrier 0.3000 eV
Lower saddle y: formula 0.04472 nm
Lower saddle y: band 0.04471 nm
Lower saddle curvatures (eV/nm^2): [-320.  800.]
Flood-fill barrier = 0.3000 eV
Half of final band: x (nm), y (nm), energy (eV)
  -0.05000   0.00000  0.00000
  -0.04854   0.01100  0.01241
  -0.04445   0.02127  0.04900
  -0.03788   0.03000  0.10623
  -0.02945   0.03664  0.17460
  -0.01998   0.04113  0.23888
  -0.01006   0.04373  0.28394
   0.00000   0.04471  0.30000
Side force 0.20 eV/nm: band barrier 0.2911 eV
Side-force reference barrier = 0.2911 eV
Positive transverse curvature: barrier 0.5000 eV
Temperature = 300 K, kT = 0.02585 eV
Boltzmann factor from barrier difference = 2290
Moving mass = 64 u
One-cell harmonic rate = 7.133e+07 1/s
One-cell classical flux rate = 7.179e+07 1/s
Flux/harmonic rate ratio = 1.007
Zero-point barrier shift = -0.0104 eV
Tunnelling crossover temperature = 26.7 K
Cell volume = 0.135 nm^3
Polarization = 50 uC/cm^2
Field 1.0 MV/cm: work to midpoint 0.0421 eV
Lower barrier in this field = 0.2592 eV
Cube edge 3.0 nm contains 200 cells
Uniform cube barrier: symmetric 100.0 eV
Uniform cube barrier: lower path 60.0 eV
\end{verbatim}
